# Effective Recombination Velocity of a Thin Heavily Doped Surface Layer

Let a p-type semiconductor base with uniform acceptor density $N$ end in a thin p-type layer with the larger uniform acceptor density $N_+$. The coordinate $x$ points from the base towards the outer surface. The doping steps from $N$ to $N_+$ at $x=0$, and the outer surface lies at $x=w$. The minority carriers are electrons. Their density is $n=n_0+\Delta n$, where $n_0(x)$ is the equilibrium density and $\Delta n$ the excess, and their diffusion coefficient in the layer is $D_+$. The particle flux of electrons along $+x$ is called $F$; it is a flux of particles, so no sign of charge enters it.

Three values of the excess density are needed: $\Delta n_b$ at the neutral edge of the base, just before the junction; $\Delta n_i$ at the neutral inner edge of the layer, just after the junction; and $\Delta n_s$ at the outer surface. The surface is described by a recombination velocity $S$, and the layer as a whole by an effective velocity seen from the base:

$$F(w)=S\,\Delta n_s ,\qquad S_{\rm eff}=\frac{F}{\Delta n_b}. \tag{1}$$

The density in the second definition is the one on the base side. This matters, because the excess density changes by a large factor across the junction. If the surface carries an oxide with fixed charge, the bands bend close to it; $S$ then refers to the neutral edge just beneath that region and contains the effect of the bending.

The state is steady, and injection is low on both sides, $\Delta n\ll N$ in the base and $\Delta n\ll N_+$ in the layer. The acceptors are fully ionized, Boltzmann statistics hold, and the intrinsic density $n_i$ is the same on both sides. There is neither recombination nor generation in the layer or the junction. Under these conditions the result will be

$$S_{\rm eff}=\frac{N}{N_+}\,\frac{1}{\dfrac1S+\dfrac{w}{D_+}} , \tag{2}$$

provided that the junction itself offers little resistance to the electrons, a condition made quantitative below.

Start with the flux law. Electrons drift with some velocity $v_d(x)$ in the built-in field and diffuse down their density gradient, so $F=v_d n-D\,dn/dx$. In equilibrium the flux vanishes:

$$0=v_d n_0-D\frac{dn_0}{dx}\quad\Longrightarrow\quad v_d=\frac{D}{n_0}\frac{dn_0}{dx}. \tag{3}$$

At low injection the field stays close to its equilibrium value, and the same $v_d$ may be used away from equilibrium. Subtracting the equilibrium equation from the full one leaves

$$F=v_d\,\Delta n-D\frac{d\Delta n}{dx}
=-D\left[\frac{d\Delta n}{dx}-\frac{\Delta n}{n_0}\frac{dn_0}{dx}\right]
=-D\,n_0\frac{d}{dx}\!\left(\frac{\Delta n}{n_0}\right). \tag{4}$$

The last form follows from the quotient rule. It shows what drives the electrons: not the gradient of $\Delta n$, but that of $\Delta n/n_0$.

In the uniform neutral layer $n_0$ is constant, and (4) reduces to pure diffusion, $F=-D_+\,d\Delta n/dx$. A small field does remain there, since holes must also move. With $F_p$ the hole flux, $\mu_n$ and $\mu_p$ the mobilities and $D_p$ the hole diffusion coefficient, $F_p=\mu_p pE-D_p\,dp/dx$ gives $E=(F_p+D_p\,dp/dx)/(\mu_p p)$. The electron drift flux has the magnitude

$$\mu_n n|E|=\frac{n}{p}\,\frac{\mu_n}{\mu_p}\left|F_p+D_p\frac{dp}{dx}\right| . \tag{5}$$

The factor $n/p$ is tiny in a heavily doped layer at low injection. Minority drift is therefore negligible unless the hole flux exceeds the electron flux by a comparably large factor.

Without recombination or generation, continuity in the steady state reads $dF/dx=0$. A constant flux means a constant slope, so $\Delta n$ falls linearly:

$$F=D_+\frac{\Delta n_i-\Delta n_s}{w}\quad\Longrightarrow\quad \Delta n_i=\Delta n_s+\frac{Fw}{D_+}. \tag{6}$$

The surface condition in (1) gives $\Delta n_s=F/S$. Inserting it,

$$\Delta n_i=F\left(\frac1S+\frac{w}{D_+}\right). \tag{7}$$

The electrons pass two resistances in series, $w/D_+$ for crossing the layer and $1/S$ for recombining at its end. Seen from the layer side of the junction, the velocity is $F/\Delta n_i=1/(1/S+w/D_+)$, which does not contain the doping ratio.

The doping ratio comes from the junction. With Boltzmann statistics and a common $n_i$, $n_0=n_i^2/p_0$, where $p_0(x)$ is the equilibrium hole density. Equation (4) becomes

$$F=-\frac{D}{p_0}\frac{d}{dx}\left(p_0\,\Delta n\right),\qquad \frac{d}{dx}(p_0\,\Delta n)=-\frac{F\,p_0}{D}. \tag{8}$$

Integrate the second form across the transition region, from the base edge, where $p_0=N$, to the layer edge, where $p_0=N_+$:

$$N\,\Delta n_b-N_+\,\Delta n_i=F\int_{\rm tr}\frac{p_0}{D}\,dx . \tag{9}$$

By (7), $N_+\Delta n_i=FN_+(1/S+w/D_+)$. The right side of (9) is small beside this if

$$\int_{\rm tr}\frac{p_0}{D}\,dx\ll N_+\left(\frac1S+\frac{w}{D_+}\right). \tag{10}$$

Then

$$N\,\Delta n_b=N_+\,\Delta n_i . \tag{11}$$

Physically, drift and diffusion in the transition are each large and nearly cancel, so a small imbalance carries the whole flux. The field points from the base into the layer and, since electrons are negative, pushes them back towards the base. The excess density on the layer side is lower by $N/N_+$, the Boltzmann factor of the barrier $(kT/q)\ln(N_+/N)$. Substituting $\Delta n_i=(N/N_+)\Delta n_b$ into (7) and dividing gives

$$\frac{N}{N_+}\Delta n_b=F\left(\frac1S+\frac{w}{D_+}\right)
\quad\Longrightarrow\quad
S_{\rm eff}=\frac{F}{\Delta n_b}=\frac{N}{N_+}\frac{1}{1/S+w/D_+},$$

which is (2).

Two limits show what controls the result. If $S\ll D_+/w$, the surface resistance dominates and $S_{\rm eff}\to SN/N_+$. The density is nearly flat in the layer, and the thickness drops out. If $S\gg D_+/w$, diffusion through the layer dominates and

$$S_{\rm eff}\to\frac{N\,D_+}{N_+\,w} . \tag{12}$$

The surface quality then drops out, and at fixed $D_+$ and band gap what counts is the acceptor dose $N_+w$. In both limits $S_{\rm eff}$ is proportional to $N$, so it is not a property of the layer alone. The quantity that belongs to the layer appears when the flux is written with $N\Delta n_b$, which at low injection equals $np-n_i^2$ at the base edge:

$$F=\frac{np-n_i^2}{N_+\,(1/S+w/D_+)} . \tag{13}$$

The base doping no longer appears on its own; it enters only through the product $np$. The same layer on a more heavily doped base has a larger $S_{\rm eff}$ because a given $\Delta n_b$ then represents a larger product $np$.

The neglect in (10) can be removed within the low-injection model. Choose a point $x=-x_b$ in the neutral base and integrate (8) from there to the surface, where $p_0=N_+$ and $\Delta n_s=F/S$:

$$S_{\rm eff}=\frac{N}{\displaystyle\int_{-x_b}^{w}\frac{p_0}{D}\,dx+\frac{N_+}{S}} . \tag{14}$$

Here $S_{\rm eff}$ is referred to the density at $-x_b$. Gauss's law, $\varepsilon\,dE/dx=q(p_0-N_A)$ with permittivity $\varepsilon$ and local acceptor density $N_A(x)$, fixes the integral of $p_0$. The field vanishes at both neutral ends, hence

$$\int_{-x_b}^{w}p_0\,dx=\int_{-x_b}^{w}N_A\,dx=Nx_b+N_+w . \tag{15}$$

Holes do spill from the layer into the base, but their total number is unchanged. Let $Q$ be the number spilled per area and $D_b$ the electron diffusion coefficient in the base. The layer then holds $N_+w-Q$ holes and the base section $Nx_b+Q$, so the denominator of (14) differs from $N_+(1/S+w/D_+)$ by

$$\delta R=\frac{Nx_b}{D_b}-Q\left(\frac1{D_+}-\frac1{D_b}\right). \tag{16}$$

The first term is the resistance of the short piece of base; the second arises because the spilled holes are weighted with a different diffusion coefficient.

For numbers, take a boron-doped layer on the base of a silicon solar cell at 300 K, where $kT/q=25.85$ mV. Rough typical values are $N=10^{16}$ cm$^{-3}$, $N_+=10^{19}$ cm$^{-3}$, $w=0.50$ µm and $D_+=6$ cm$^2$/s. The surface is either oxidized, with $S=10^4$ cm/s, or in contact with metal, with $S=5\times10^6$ cm/s. The barrier is 178.6 mV, and the layer resistance is

$$\frac{w}{D_+}=\frac{5.0\times10^{-5}\ {\rm cm}}{6\ {\rm cm^2/s}}=8.33\times10^{-6}\ {\rm s/cm}.$$

For the oxidized surface $1/S=1.00\times10^{-4}$ s/cm, and

$$S_{\rm eff}=\frac{10^{-3}}{1.00\times10^{-4}+0.0833\times10^{-4}}\ {\rm cm/s}=9.23\ {\rm cm/s}=0.0923\ {\rm m/s}.$$

This lies close to the small-$S$ limit of 10 cm/s. On the layer side the velocity is 9231 cm/s, little below $S$ itself. Almost the whole reduction comes from the scarcity of electrons in the layer, not from the diffusion resistance $w/D_+$ of crossing it.

For the metal contact $1/S=2.0\times10^{-7}$ s/cm, so

$$S_{\rm eff}=\frac{10^{-3}}{(0.20+8.33)\times10^{-6}}\ {\rm cm/s}=117\ {\rm cm/s}=1.17\ {\rm m/s},$$

near the large-$S$ limit of 120 cm/s. With the layer held fixed, $S$ has risen by a factor of 500 and $S_{\rm eff}$ by about 13, because diffusion through the layer has taken over as the bottleneck.

Take an excess density $\Delta n_b=10^{14}$ cm$^{-3}$ with the oxidized surface. It falls to $10^{11}$ cm$^{-3}$ at the inner edge of the layer and to $9.23\times10^{10}$ cm$^{-3}$ at the surface. The flux is $9.23\times10^{14}$ cm$^{-2}$s$^{-1}$, and multiplied by $q$ this is a recombination current density of 0.148 mA/cm$^2$.

These values can be compared with a calculation that assumes neither (11) nor a linear density. The nonlinear Poisson equation was solved numerically for the abrupt junction, with relative permittivity 11.7, and the electron drift-diffusion equation was then solved in the resulting field. The base section had $x_b=0.5$ µm and $D_b=30$ cm$^2$/s. The effective velocities were 9.232 cm/s for the oxide and 117.37 cm/s for the metal, against 9.231 and 117.19 cm/s from (2). A different layer on the same base, with $N_+=10^{18}$ cm$^{-3}$, $w=0.2$ µm, $D_+=10$ cm$^2$/s and $S=10^5$ cm/s, gave 833.7 cm/s against 833.3 cm/s.

The small excess for the metal contact follows from (16). The Poisson solution gives $Q=1.10\times10^{12}$ cm$^{-2}$, which is 0.22 % of the layer's dose. Hence

$$\delta R=\left[\frac{10^{16}\times5\times10^{-5}}{30}-1.10\times10^{12}\left(\frac16-\frac1{30}\right)\right]\frac{\rm s}{\rm cm^4}
=-1.3\times10^{11}\ \frac{\rm s}{\rm cm^4}.$$

The denominator in (2), multiplied by $N_+$, is $8.53\times10^{13}$ s/cm$^4$. The resistance is therefore lower by 0.15 %, and the velocity higher by the same fraction, as found. The flatness of $p_0\Delta n$ can be read from the same solution: between the base edge and a depth of 10 nm in the layer it falls by 0.14 % for the oxide and 1.8 % for the metal. The ordinary diffusion resistance of the first 10 nm of the layer, already counted in $w/D_+$, would alone give 0.15 % and 2.0 %; the negative $\delta R$ of (16) lowers these to the values found. The close agreement holds within the drift-diffusion model. On the layer side the transition is only a few nanometres wide, comparable with the electron mean free path, roughly $D_+$ divided by a thermal velocity of $10^7$ cm/s. There the flux law is itself approximate, so differences of a fraction of a per cent should not be expected to hold in a real junction.

The assumption of an unchanged band gap is far more serious. Heavy doping narrows the gap and raises the equilibrium electron density. Equation (4) was written with $n_0$, without using a common $n_i$, and remains valid for nondegenerate electrons if $v_d$ includes the force from the changing band edge. A small drop of $\Delta n/n_0$ across the junction now means $\Delta n_i/\Delta n_b=n_{0+}/n_{0b}$, where the two equilibrium densities belong to the layer and the base. Thus

$$S_{\rm eff}=\frac{n_{0+}}{n_{0b}}\,\frac1{1/S+w/D_+},\qquad
\frac{n_{0+}}{n_{0b}}=\frac{N}{N_+}\,e^{\Delta E_g/kT}, \tag{17}$$

where $\Delta E_g$ is the apparent gap narrowing, defined by this density ratio. A rough value at $10^{19}$ cm$^{-3}$ is 70 meV, and the factor is $e^{70/25.85}=15.0$; common empirical fits range from about 60 to 80 meV, that is, factors from about 10 to above 20. The effective velocity rises from 9.2 to 138 cm/s for the oxide and from 117 to about 1760 cm/s for the metal. The numerical solution with the narrowed gap also gives 138 cm/s for the oxide. Narrowing makes condition (10) stricter, because the layer resistance falls by this factor while that of the base side of the junction does not; for the metal, keeping the junction and the base section gives about 1745 cm/s, 0.7 % below (17). At the same $\Delta n_b$, the recombination current rises by the same factor of 15. With $\Delta E_g$ held fixed, the factor at 330 K would be 11.7.

Degeneracy of the holes acts the other way. Let $\eta=(E_v-E_F)/kT$, with $E_v$ the valence-band edge and $E_F$ the Fermi level, and let $N_c$ and $N_v$ be the effective densities of states. Then

$$p_0=N_v\mathcal F_{1/2}(\eta),\qquad n_0=N_c\,e^{-E_g/kT-\eta},\qquad
\mathcal F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .$$

Since $n_i^2=N_cN_ve^{-E_g/kT}$, the product is $n_0p_0=n_i^2\,\mathcal F_{1/2}(\eta)e^{-\eta}$. The last factor is below one, because $1/(1+e^{t-\eta})<e^{\eta-t}$ under the integral. With the rough value $N_v=3.1\times10^{19}$ cm$^{-3}$ it is 0.893, so degeneracy alone would lower $S_{\rm eff}$ by 11 %. The apparent narrowing in (17) is defined through the density ratio and already contains this effect; the two factors must not be multiplied.

Recombination inside the layer is the next correction. With an electron lifetime $\tau$ there, continuity becomes $D_+\,d^2\Delta n/dx^2=\Delta n/\tau$. Put $L=\sqrt{D_+\tau}$, $v=D_+/L$ and $y=w-x$. The solution that satisfies the surface condition is

$$\Delta n=\Delta n_s\left[\cosh\frac yL+\frac Sv\sinh\frac yL\right],\qquad
F=D_+\frac{d\Delta n}{dy}=\Delta n_s\left[v\sinh\frac yL+S\cosh\frac yL\right],$$

since at $y=0$ it gives $F=S\Delta n_s$. Taking the ratio at $y=w$, dividing both brackets by $\cosh(w/L)$ and including the junction factor,

$$S_{\rm eff}=\frac{N}{N_+}\,v\,\frac{S+v\tanh(w/L)}{v+S\tanh(w/L)} . \tag{18}$$

For $w\ll L$ the hyperbolic tangent is nearly $w/L$. Because $v/L=1/\tau$ and $vL=D_+$, (18) becomes

$$S_{\rm eff}\simeq\frac{N}{N_+}\,\frac{S+w/\tau}{1+Sw/D_+},$$

which returns to (2) as $\tau\to\infty$. As long as $S\ll D_+/w$, a thin layer thus adds about $w/\tau$ to the surface velocity; for larger $S$ this simple rule fails, and the effect of recombination should be taken from (18) itself. With a rough Auger coefficient of $10^{-31}$ cm$^6$/s, the lifetime is $\tau=1/(10^{-31}\times10^{38})$ s $=100$ ns and $L=7.75$ µm, much longer than $w$. The added velocity is $w/\tau=500$ cm/s beside $S=10^4$ cm/s, and $S_{\rm eff}$ for the oxide rises by 5.0 %, to 9.69 cm/s. With gap narrowing as well it is 145 cm/s.

Finally, low injection fails first in the base, which is less heavily doped. Neutrality there gives $p\simeq N+\Delta n_b$, with $n_0$ negligible. If the product $np$ remains common to both sides and the layer is still at low injection,

$$\Delta n_b\,(N+\Delta n_b)=N_+\,\Delta n_i\quad\Longrightarrow\quad
S_{\rm eff}=\frac{N+\Delta n_b}{N_+}\,\frac1{1/S+w/D_+} . \tag{19}$$

The effective velocity is then no longer a constant. It is 1 % higher than (2) at $\Delta n_b=10^{14}$ cm$^{-3}$ and 10 % higher at $10^{15}$ cm$^{-3}$.

Set beside a real boron-doped layer, formula (2) gives the right structure of the problem but not its magnitude: for the oxidized example, gap narrowing moves the result from about 9 to about 140 cm/s, whereas Auger recombination and injection at $10^{14}$ cm$^{-3}$ change it by a few per cent or less. The surface velocities, the narrowing and the Auger coefficient are rough inputs, so even the corrected number is an estimate. A diffused layer is also not uniform; without gap narrowing, hole degeneracy or recombination in the layer, (14) covers it if $N_+$ in the surface term is replaced by the hole density at the surface. Nor may $S$ be assumed fixed when the surface doping of a real device is changed, so the factor $1/N_+$ in (2) is a rule for raising the doping at constant $S$, $w$, $D_+$ and band gap, and only while recombination in the layer is negligible. With Auger recombination, the thin-layer form of (18) varies as $(S+w/\tau)/N_+$ with $1/\tau\propto N_+^2$. At constant $S$, $w$, $D_+$ and band gap it is smallest where $w/\tau=S$, near $4.5\times10^{19}$ cm$^{-3}$ for the oxidized example, and rises again at higher doping. Equation (18) itself has its minimum near $4.6\times10^{19}$ cm$^{-3}$ and then levels off at $(N/N_+)v\approx7.7$ cm/s, which no longer depends on $N_+$; for the metal contact it falls steadily to that value and has no minimum. These dopings exceed $N_v$, so Boltzmann statistics fail: the degeneracy factor is about 0.6 at $4.5\times10^{19}$ cm$^{-3}$, and including it at a fixed gap removes the minimum. In a real layer the apparent gap narrowing, which already contains degeneracy, grows with doping; common fits for it place the minimum of the oxidized example near $2\times10^{19}$ cm$^{-3}$ at constant $S$, so none of these values is a design optimum. The numerical output below lists most of the values used here.

## Table of computed values

```
Temperature: 300 K; thermal voltage: 25.85 mV
Base doping N: 1.0e+16 cm^-3
Layer doping Nplus: 1.0e+19 cm^-3
Layer thickness w: 0.50 um
Electron diffusion coefficient Dplus: 6.0 cm2/s
Same in base, solver only: 30.0 cm2/s
Surface velocity S, oxide: 1.0e+04 cm/s
Surface velocity S, metal: 5.0e+06 cm/s
Doping ratio N/Nplus: 1.0e-03
Junction barrier: 178.6 mV
Layer resistance w/Dplus: 8.333e-06 s/cm
Surface resistance 1/S, oxide: 1.000e-04 s/cm
Surface resistance 1/S, metal: 2.000e-07 s/cm
Diffusion velocity Dplus/w: 1.200e+05 cm/s
Layer-side velocity, oxide: 9231 cm/s
S_eff oxide, formula: 9.231 cm/s
S_eff oxide, formula in SI: 0.09231 m/s
S_eff oxide, solver: 9.232 cm/s
S_eff metal, formula: 117.19 cm/s
S_eff metal, formula in SI: 1.1719 m/s
S_eff metal, solver: 117.37 cm/s
Limit of small S, oxide: 10.00 cm/s
Limit of large S: 120.00 cm/s
Other layer: Nplus 1e18 cm^-3, w 0.2 um, Dplus 10 cm2/s, S 1e5 cm/s
S_eff other layer, formula: 833.3 cm/s
S_eff other layer, solver: 833.7 cm/s
Excess electrons, base side: 1.00e+14 cm^-3
Excess electrons, layer inner edge: 1.000e+11 cm^-3
Excess electrons, outer surface: 9.231e+10 cm^-3
Electron flux: 9.231e+14 cm^-2 s^-1
Recombination current density: 0.1479 mA/cm2
Holes spilled into base: 1.10e+12 cm^-2
Spilled holes / layer dose: 0.22 %
Product drop to 10 nm depth, oxide: 0.14 %
Product drop to 10 nm depth, metal: 1.81 %
Apparent gap narrowing, rough: 70 meV
Gap narrowing factor at 300 K: 15.0
Gap narrowing factor at 330 K: 11.7
S_eff oxide with narrowing: 138 cm/s
S_eff oxide with narrowing, solver: 138 cm/s
S_eff metal with narrowing: 1757 cm/s
Auger coefficient, rough: 1.0e-31 cm^6/s
Auger lifetime in layer: 100 ns
Diffusion length in layer: 7.75 um
S_eff oxide with Auger only: 9.693 cm/s
Auger change of S_eff: 5.0 %
S_eff oxide, narrowing and Auger: 145 cm/s
Valence-band density of states, rough: 3.1e+19 cm^-3
Degeneracy factor alone: 0.893
Injection factor at 1e14 cm^-3: 1.010
Injection factor at 1e15 cm^-3: 1.100
```
